# Error Analysis of a Semi-Implicit Fourier Scheme for Strained-Film Roughening

## What goes wrong with a simple time step

A strained film can lower its elastic energy by roughening, while surface energy opposes short ripples. If both effects are advanced by explicit Euler steps, the shortest ripple on the grid limits the step. In the example below the physical instability needs about 300 s to grow by a factor e, yet explicit steps longer than 15 s make a 27 nm ripple grow that should die out. Halving the grid spacing divides the permitted step by about sixteen once the grid is fine.

Treating surface energy implicitly removes this limit, but two questions remain. Does each ripple still grow or decay as it should? And how wrong is its rate? It would be false to expect every resolved mode to grow, because short modes must decay. What can be shown is that the scheme gives every mode the correct sense for every step length. It also underestimates every nonzero rate, and long steps select too long a wavelength.

## The surface equation

Let the solid occupy $y<h(x,t)$, with a profile independent of $z$. The film is coherent with its substrate, both are isotropic with the same Young modulus $E$ and Poisson ratio $\nu$, and the surface stays inside the film. The surface energy $\gamma$ is isotropic. Deposition, wetting forces and surface stress are left out. So is strain relaxation by dislocations, which can end coherence in thick, highly strained real films.

Atoms diffuse along the surface towards lower potential

$$\Phi=\gamma\kappa+W,\qquad \kappa=-\frac{h_{xx}}{(1+h_x^2)^{3/2}},$$

where $W$ is the elastic energy density at the surface and $\kappa$ is positive on a crest. The flux is proportional to $-\partial_\ell\Phi$, with $\ell$ the arc length, and minus its divergence is the normal velocity, $v_n=M\partial_\ell^2\Phi$. The constant $M$ is the mobility. Since $h_t=(1+h_x^2)^{1/2}v_n$ and $\partial_\ell=(1+h_x^2)^{-1/2}\partial_x$,

$$h_t=R[h]=M\,\partial_x\!\left[(1+h_x^2)^{-1/2}\,\partial_x\Phi\right].\tag{1}$$

## Elastic response of a small ripple

In the flat film $\sigma_{xx}=\sigma_{zz}=\sigma_0$ and $\sigma_{yy}=0$. Hooke's law gives the in-plane elastic strain $\varepsilon=(1-\nu)\sigma_0/E$, hence $\sigma_0=E\varepsilon/(1-\nu)$.

Now take $h=A\cos kx$ with $k>0$ and $kA\ll1$. The flat state already contains the misfit. The extra stress, marked by a prime, therefore obeys ordinary elasticity in a half-plane, with no extra strain along $z$. The normal is proportional to $(-h_x,1)$, so a traction-free surface requires

$$-h_x\sigma_{xx}+\sigma_{xy}=0,\qquad -h_x\sigma_{xy}+\sigma_{yy}=0.$$

To first order these conditions may be imposed at $y=0$, because the flat stress is uniform and the extra stress is itself small:

$$\sigma'_{xy}=\sigma_0h_x=-\sigma_0kA\sin kx,\qquad \sigma'_{yy}=0.$$

Write the stresses through an Airy function, $\sigma'_{xx}=\phi_{yy}$, $\sigma'_{yy}=\phi_{xx}$, $\sigma'_{xy}=-\phi_{xy}$, with $\nabla^4\phi=0$. For a factor $\cos kx$ the depth dependence obeys $(d^2/dy^2-k^2)^2f=0$. The solutions that vanish at depth give

$$\phi=\frac{C+Dky}{k^2}\,e^{ky}\cos kx .$$

At $y=0$, $\phi_{xx}=-C\cos kx$, so $C=0$. Differentiation then gives

$$\sigma'_{xy}=D(1+ky)e^{ky}\sin kx,\qquad \sigma'_{xx}=D(2+ky)e^{ky}\cos kx .$$

The shear condition fixes $D=-\sigma_0kA$, and at the surface $\sigma'_{xx}=-2\sigma_0kh$. For tensile $\sigma_0$, crests are relaxed and troughs carry more stress.

The first-order energy change is $\delta W=\sigma_{ij}\varepsilon'_{ij}=\sigma_0(\varepsilon'_{xx}+\varepsilon'_{zz})$. Here $\varepsilon'_{zz}=0$, which requires $\sigma'_{zz}=\nu\sigma'_{xx}$ at the surface. Therefore

$$\varepsilon'_{xx}=\frac{\sigma'_{xx}-\nu\sigma'_{zz}}{E}=\frac{1-\nu^2}{E}\sigma'_{xx},$$

$$\delta W=-w\,k\,h,\qquad w=\frac{2(1-\nu^2)\sigma_0^2}{E}.\tag{2}$$

The square of $\sigma_0$ shows that tension and compression are equivalent at this order. In both cases material is driven from troughs to crests.

## Growth rate of the differential equation

To first order $\gamma\kappa=-\gamma h_{xx}=\gamma k^2h$, and the slope factor in (1) is one. The two outer derivatives contribute $-k^2$:

$$h_t=-Mk^2(\gamma k^2-wk)h=s(k)h,\qquad s=ak^3-bk^4,\tag{3}$$

with $a=Mw$ and $b=M\gamma$. Writing $s=bk^3(k_c-k)$ with $k_c=a/b$ shows growth for $0<k<k_c$ and decay for $k>k_c$. The mean height, $k=0$, is conserved.

Setting $ds/dk=k^2(3a-4bk)=0$ gives the fastest mode $k=3k_c/4$. Its rate is

$$s_{\max}=ak_c^3\left(\frac34\right)^3\left(1-\frac34\right)=\frac{27}{256\,T},\qquad T=\frac{b^3}{a^4}.$$

On a period $L$ the wavenumbers are $k_n=2\pi n/L$. All nonzero resolved modes grow only if the largest lies below $k_c$, in which case the grid does not resolve the cutoff.

## The scheme and its stability

Let a hat denote a Fourier coefficient and $\Delta t$ the step. The linear smoothing term is taken at the new time and everything else at the old time:

$$(1+\Delta t\,bk^4)\hat h^{\,m+1}=\hat h^{\,m}+\Delta t\left(\widehat{R[h^m]}+bk^4\hat h^{\,m}\right).\tag{4}$$

The added term $bk^4\hat h^m$ removes the linear smoothing already contained in $R$, so that it is not counted twice. For small slopes $\hat R=(ak^3-bk^4)\hat h$, and the bracket reduces to $ak^3\hat h^m$. Hence $\hat h^{m+1}=G\hat h^m$ with

$$G=\frac{1+X}{1+Y},\qquad X=\Delta t\,ak^3,\quad Y=\Delta t\,bk^4.\tag{5}$$

Both $X$ and $Y$ are positive, so $G>0$ and no mode alternates in sign. Subtracting one gives

$$G-1=\frac{X-Y}{1+Y}=\frac{\Delta t\,s(k)}{1+\Delta t\,bk^4}.\tag{6}$$

The denominator is positive. Thus $G>1$ exactly when $s>0$, and $G<1$ exactly when $s<0$, for every $\Delta t>0$. The numerical cutoff is the true $k_c$.

Equation (6) also gives $G\le1+\Delta t\,s_{\max}\le e^{s_{\max}\Delta t}$. After a time $t$ no linear mode has been amplified by more than $e^{s_{\max}t}$, on any grid. This is the appropriate meaning of stability here: requiring $G\le1$ would forbid the physical instability.

For long steps, put $q=k/k_c$, so that $Y=qX$. Then

$$\frac1q-G=\frac{1+qX-q-qX}{q(1+Y)}=\frac{1-q}{q(1+Y)}.\tag{7}$$

A growing mode has $G<k_c/k$, and a decaying mode has $G>k_c/k$. As $\Delta t\to\infty$ at fixed $k$, both approach $k_c/k$. One enormous step therefore multiplies each mode by a finite, nonzero factor close to $k_c/k$, which is large for very long waves and small for very short ones. The scheme is stable there, but it no longer follows the time evolution.

### Two other choices

Explicit Euler has $G=1+\Delta t\,s$. For a decaying mode $|G|\le1$ requires $\Delta t\le2/|s|$. Since $|s|=bk^3(k-k_c)$ increases above the cutoff, the largest resolved wavenumber sets the limit:

$$\Delta t\le\frac{2}{bk_{\max}^3(k_{\max}-k_c)}.\tag{8}$$

For $k_{\max}\gg k_c$ this scales as the fourth power of the grid spacing.

Treating the elastic term implicitly as well gives $G=1/(1-\Delta t\,s)$. This diverges at $\Delta t=1/s$ for a growing mode and is negative beyond it. Smoothing benefits from implicit treatment because it adds a positive term to the denominator; roughening would subtract one. For $\Delta t<1/s_{\max}$, however, this factor is positive and has the correct sense on any grid. Since it increases with $s$, its maximum stays at $3k_c/4$. It overestimates growth rates by $\Delta t\,s/2$ to leading order, which at the fastest mode is seven times smaller than the error of (4) found below. The advantage of (4) is that it needs no bound on the step, not that it is more accurate.

## Error of the growth rate

The numerical growth rate is $\ln G/\Delta t$. Its ratio to the true rate is

$$r=\frac{\ln G}{\Delta t\,s}=\frac{1}{X-Y}\int_Y^X\frac{du}{1+u},\qquad s\ne0.\tag{9}$$

This is the mean of $1/(1+u)$ between $X$ and $Y$, whichever is larger. The integrand is below one and no smaller than its value at the larger end, so

$$\frac{1}{1+\max(X,Y)}<r<1.\tag{10}$$

Growth is too slow and decay is too slow, for every nonneutral mode and every step.

For $X,Y<1$ the logarithms may be expanded:

$$\ln(1+X)-\ln(1+Y)=(X-Y)-\frac{X^2-Y^2}{2}+\frac{X^3-Y^3}{3}-\cdots$$

Division by $X-Y$ gives

$$r=1-\frac{X+Y}{2}+\frac{X^2+XY+Y^2}{3}-\cdots.\tag{11}$$

The leading relative rate deficit is $(X+Y)/2$, proportional to $\Delta t$, so the scheme is first order in time. In space, a single resolved linear mode is differentiated without truncation error.

A small rate error accumulates in the amplitude. After a time $t$ the numerical amplitude divided by the true one is $e^{-(1-r)st}$. For the fastest true mode, $X+Y=(\Delta t/T)(27/64)(1+3/4)=(189/256)\Delta t/T$. If that mode grows through $\Lambda=s_{\max}t$ factors of e, its relative amplitude error is, to leading order,

$$-\frac{189}{512}\,\Lambda\,\frac{\Delta t}{T}.\tag{12}$$

For a 5% error after five factors of e, this gives $\Delta t\approx0.027\,T$. Accuracy, not stability, then sets the step. In the example below this step is about 0.9 s, well under the explicit limit of 14.9 s. Explicit Euler has the leading deficit $(X-Y)/2$, seven times smaller at $k=3k_c/4$, and meets the same 5% with about 6 s. At this accuracy scheme (4) permits the longer step only on finer grids, from about 57 points on the same period.

## Error of the selected wavelength

The rate error depends on $k$, so the fastest mode moves. With $\tau=\Delta t/T$, $X=\tau q^3$ and $Y=\tau q^4$. Setting the derivative of $\ln G$ with respect to $q$ to zero gives

$$3\tau q^2(1+\tau q^4)=4\tau q^3(1+\tau q^3).$$

Division by $\tau q^2$ and collection of terms leave

$$3-4q-\tau q^4=0.\tag{13}$$

The left side falls steadily with $q$. It is positive at $q=0$ and equals $-\tau(3/4)^4$ at $q=3/4$, so there is one positive root, below $3/4$. The derivative of $G$ changes there from positive to negative, which makes it a maximum. The selected wavelength $2\pi/(qk_c)$ is too long at every finite step.

For small $\tau$, inserting $q=3/4-\delta$ gives $4\delta\approx81\tau/256$, or $\delta\approx81\tau/1024$. For very large $\tau$ the root is small and $q\approx(3/\tau)^{1/4}$.

## Worked example: fifteen modes

Take the round model values $E=100$ GPa, $\nu=0.25$, $\varepsilon=0.02$, $\gamma=1\ \mathrm{J/m^2}=1$ GPa nm and $M=100\ \mathrm{nm^3/(GPa\,s)}$. Then

$$\sigma_0=\frac{100(0.02)}{0.75}=2.667\ \mathrm{GPa},$$

$$w=\frac{2(0.9375)(2.667)^2}{100}=0.1333\ \mathrm{GPa}.$$

Hence $a=13.33\ \mathrm{nm^3/s}$, $b=100\ \mathrm{nm^4/s}$ and $k_c=0.1333\ \mathrm{nm^{-1}}$. The cutoff wavelength is 47.1 nm and the fastest is 62.8 nm. The time unit is $T=100^3/13.33^4=31.6$ s, and $s_{\max}=27/(256T)=3.33\times10^{-3}\ \mathrm{s^{-1}}$.

The period is 400 nm with 31 grid points. The odd number gives complete pairs of sine and cosine for $n=1$ to 15. Since $k_cL/2\pi=8.49$, modes 1 to 8 should grow and modes 9 to 15 should decay.

The factors below come from a numerical solution of (1) and (4) that does not use (2). The stress is a sum of Airy functions of the form above, for all fifteen modes. Their coefficients are found by least squares from the traction conditions at the grid points of the actual wavy surface. Hooke's law then gives $W$, with the out-of-plane strain held fixed. All modes start together at amplitude $10^{-7}$ nm with random phases. This amplitude is a mathematical device for isolating the linear regime. The rate $s$ is from (3).

| $n$ | $2\pi/k$ (nm) | $s$ ($10^{-3}$ s$^{-1}$) | $G$, 50 s | $G$, 500 s |
|---:|---:|---:|---:|---:|
| 1 | 400.0 | 0.0456 | 1.0023 | 1.023 |
| 2 | 200.0 | 0.316 | 1.0157 | 1.151 |
| 3 | 133.3 | 0.902 | 1.0440 | 1.362 |
| 4 | 100.0 | 1.749 | 1.0811 | 1.491 |
| 5 | 80.0 | 2.655 | 1.1115 | 1.457 |
| 6 | 66.7 | 3.272 | 1.1173 | 1.331 |
| 7 | 57.1 | 3.108 | 1.0898 | 1.187 |
| 8 | 50.0 | 1.522 | 1.0339 | 1.057 |
| 9 | 44.4 | −2.271 | 0.9621 | 0.946 |
| 10 | 40.0 | −9.204 | 0.8862 | 0.854 |
| 11 | 36.4 | −20.35 | 0.8135 | 0.777 |
| 12 | 33.3 | −36.94 | 0.7474 | 0.712 |
| 13 | 30.8 | −60.35 | 0.6887 | 0.657 |
| 14 | 28.6 | −92.08 | 0.6373 | 0.610 |
| 15 | 26.7 | −133.8 | 0.5923 | 0.569 |

The change of sense lies between modes 8 and 9 at both steps. Even a step of $10^6$ s gives 1.061 for mode 8 and 0.943 for mode 9. It gives 0.566 for mode 15, equal to $k_c/k$ at this precision, as (7) predicts.

For mode 6 at 50 s, $k=0.09425\ \mathrm{nm^{-1}}$, so $X=0.558$ and $Y=0.395$. Thus $G=1.558/1.395=1.117$, whereas the differential equation gives $e^{0.1636}=1.178$. The rate ratio is $r=0.678$, above the lower bound $1/1.558=0.642$. The leading estimate $1-(X+Y)/2=0.524$ is poor here, because $X$ and $Y$ are not small.

Shorter steps reach the first-order regime. Over a simulated 200 s, the rate deficit of mode 6 is 3.67% with 4 s steps and 1.87% with 2 s steps, relative to the true rate. The leading estimate at 2 s is 1.91%, and the next term of (11) lowers it by 0.04 percentage points.

Mode 15 sets the explicit Euler limit, $2/0.1338=14.9$ s. At 0.9 of this limit its factor is $1-1.8=-0.8$, and ten steps leave 0.107 of the starting amplitude. At 1.1 of the limit the factor is $-1.2$, and ten steps multiply the amplitude by 6.19.

The wavelength error follows from the numerical root of (13):

| $\Delta t$ (s) | $\tau$ | $q$ | selected wavelength (nm) |
|---:|---:|---:|---:|
| 5 | 0.158 | 0.738 | 63.8 |
| 50 | 1.58 | 0.670 | 70.3 |
| 500 | 15.8 | 0.501 | 94.1 |

At 500 s the fastest grid mode is mode 4 instead of mode 6. The true factors over that time are $e^{0.874}=2.40$ for mode 4 and $e^{1.636}=5.13$ for mode 6, so the scheme has reversed their order. While slopes remain small, a smooth and stable simulation can thus favour ripples with the wrong spacing. The large-$\tau$ formula would give $q=0.66$ at this step; it is not yet useful because $4q$ is comparable with 3.

## Where the result stops

The factor (5) belongs to small slopes. For a pure cosine of finite amplitude $A$, reversing the sign of $A$ merely shifts the profile by half a wavelength. The initial growth rate is therefore even in $A$, and its first correction is proportional to $A^2$. The numerical elastic solution for mode 6 gives a rate about 1% below $s$ at $A=0.5$ nm and about a quarter of that reduction at 0.25 nm, consistent with this law. At the larger amplitude $kA$ is 0.047.

At finite slope, the highest-derivative part of the surface-energy term in (1) is $-pb\,h_{xxxx}$, with $p=(1+h_x^2)^{-2}\le1$. If the slope is frozen and this part is considered alone, scheme (4) gives

$$G=1-\frac{pY}{1+Y},$$

which lies between zero and one. The constant implicit coefficient therefore does not destabilize the smoothing in this local estimate. The estimate omits the nonlinear elastic term and proves nothing about deep grooves, where stress concentrates and the grid may fail to resolve the shape.

Additional physics can also alter the stability result. Suppose wetting adds $c_wh$ to $\Phi$, with $c_w>0$. The rate becomes $s=-ck^2+ak^3-bk^4$, where $c=Mc_w$. If the new term is left explicit,

$$G=\frac{1+\Delta t(ak^3-ck^2)}{1+\Delta t\,bk^4}.$$

The sign of $G-1$ still follows $s$, but $G$ can now fall below $-1$. This happens when $\Delta t(ck^2-ak^3-bk^4)>2$. Moving $ck^2$ to the implicit side gives

$$G=\frac{1+\Delta t\,ak^3}{1+\Delta t(ck^2+bk^4)},$$

which is positive and has the correct sense for every step. For small slopes, a factor that is positive and has the correct sense at every step length is thus obtained by putting the linear stabilizing terms in the denominator and leaving the destabilizing elastic term in the numerator. The price is a larger rate error and a shifted wavelength, both caused by the splitting. The step must then be chosen from the rate and wavelength errors.
